\section*{Exponential field acceleration of bond breakage and where it fails}

\section{Result}

Let a bond in a dielectric film have an intact minimum $m$ and a transition state $s$ at finite separation. In a local field $F$ its barrier is
\begin{equation}
B(F)=B_0-pF-\tfrac12\Delta A\,F^2+O(F^3),
\qquad p=\mu_s-\mu_m ,
\label{eq:result}
\end{equation}
where $\mu$ is the dipole component along the field and $\Delta A=A_s-A_m$ is the change in polarizability, electronic and nuclear, between the two stationary points. If the local field is $F=\lambda E$, with $E$ the macroscopic field in the film, the lifetime obeys
\begin{equation}
\ln\frac{t(E)}{t(0)}\simeq-\gamma E,
\qquad \gamma=\frac{\lambda p}{k_BT},
\label{eq:gamma}
\end{equation}
as long as the prefactor of the rate changes little and all terms of the barrier beyond the linear one are small compared with the thermal energy. For the quadratic term this means
\begin{equation}
\tfrac12|\Delta A|F^2\ll k_BT .
\label{eq:criterion}
\end{equation}
Being small compared with $B_0$ is not enough, because the barrier stands in an exponent divided by $k_BT$.

The algebra uses atomic units, with $k_B$ kept. The sign of $p$ is positive when the field helps breakage. Nuclei are classical, breakage is irreversible, and damage driven by injected carriers is left out. The field and the broken fraction $f$ that defines failure are fixed, and broken bonds do not alter $\lambda$ before failure.

\section{The field that acts on the dipole}

Represent the surrounding medium by induced dipoles collected in a vector $\mathbf m$. Let $K$ be its symmetric, positive definite stiffness matrix, $\mathbf e$ the source field $\mathbf E_0$ repeated at every site, and $T\mathbf p$ the field of the bond dipole $\mathbf p$ at those sites. The energy is
\begin{equation}
W=\tfrac12\mathbf m^TK\mathbf m-\mathbf m^T(\mathbf e+T\mathbf p)-\mathbf p\cdot\mathbf E_0 .
\end{equation}
Minimization gives $\mathbf m=K^{-1}(\mathbf e+T\mathbf p)$. Inserting this and expanding,
\begin{equation}
W=-\tfrac12\mathbf e^TK^{-1}\mathbf e
-\mathbf p\cdot\left(\mathbf E_0+T^TK^{-1}\mathbf e\right)
-\tfrac12\mathbf p^TT^TK^{-1}T\mathbf p .
\end{equation}
The bracket is the field at the bond site when the bond dipole is absent, so the coupling is $-\mathbf p\cdot\mathbf F$. The last term does not depend on the applied field and belongs to the bond's potential energy. Below, $U$, $\mu$ and the polarizability $\alpha$ include this reaction of the medium.

To relate $F$ to $E$, consider a site of cubic symmetry in a film that is uniformly polarized when the bond dipole is absent, with equal dipoles on all sites of each shell around it. The site is assumed to keep the polarizability of the host. That polarizability is then counted in $K$, with a zero block in $T$ for this site, and $\alpha$ below is the excess over it. Around an empty site the medium would relax, and the factor found here would not apply. Draw a sphere around the site. Dipoles inside it contribute $\sum(3z^2-r^2)/r^5=0$, since $x^2$, $y^2$ and $z^2$ have equal sums over each cubic shell. The medium outside contributes $E$ plus the field of the charge $-P\cos\theta$ on the spherical surface:
\begin{equation}
F=E+P\int\cos^2\theta\,d\Omega=E+\frac{4\pi}{3}P .
\end{equation}
With $P=(\epsilon-1)E/4\pi$,
\begin{equation}
\lambda=1+\frac{\epsilon-1}{3}=\frac{\epsilon+2}{3}.
\end{equation}
For $\epsilon=25$ this is $27/3=9$; a direct sum over a simple cubic lattice of prescribed equal dipoles gives 9.000. The sum checks the geometry only. If the dipoles were induced in identical point polarizabilities, the simple cubic lattice would be unstable at this permittivity, with $K$ not positive definite; the face-centred cubic lattice, which has the same factor, is stable. The factor also presumes a point dipole, that is, a charge displacement small compared with the distance to the neighbouring dipoles. Cubic site symmetry alone is not enough. At the A and B sites of a cubic perovskite ABO$_3$, oxygen ions whose B--O bonds lie along the field and across it carry different dipoles, and their contributions do not cancel. There, and at sites of lower symmetry, $\lambda$ has to be calculated or fitted.

The polar phase of a ferroelectric has no site of exact cubic symmetry. On a saturated branch $F=\lambda E$ can still describe the field increment, with $\lambda$ calculated or fitted. The field of the remanent polarization is part of $U$. During switching $P$ is not linear in $E$, so a constant $\lambda$ is not justified.

\section{The barrier to second order}

Let $\mathbf r$ denote the nuclear coordinates and
\begin{equation}
V(\mathbf r,F)=U(\mathbf r)-\mu(\mathbf r)F-\tfrac12\alpha(\mathbf r)F^2 .
\end{equation}
Write $\mathbf g=\nabla\mu$ and $H=\nabla\nabla U$. At a stationary point $\mathbf r_j(F)$, with $j=m$ or $s$, the energy is $V_j(F)=V(\mathbf r_j(F),F)$. Since $\nabla V=0$ there, the motion of the point drops out of the first derivative:
\begin{equation}
\frac{dV_j}{dF}=-\mu(\mathbf r_j)-\alpha(\mathbf r_j)F .
\label{eq:first}
\end{equation}
The motion enters the second derivative. Differentiating the stationarity condition $\nabla U-\mathbf gF-\frac12\nabla\alpha\,F^2=0$ and setting $F=0$ gives $H\mathbf r_j'=\mathbf g$, so $\mathbf r_j'=H^{-1}\mathbf g$ if $H$ is nonsingular. Differentiating Eq.~\eqref{eq:first} then yields
\begin{equation}
\left.\frac{d^2V_j}{dF^2}\right|_0=-\alpha-\mathbf g\cdot\mathbf r_j'
=-A_j,\qquad A_j=\left(\alpha+\mathbf g^TH^{-1}\mathbf g\right)_j .
\end{equation}
Subtracting the Taylor series of $V_m$ from that of $V_s$ gives Eq.~\eqref{eq:result}.

In one dimension $H_m=\kappa_m>0$ and $H_s=-\kappa_s<0$, hence
\begin{equation}
\Delta A=\alpha_s-\alpha_m-\frac{(\mu_s')^2}{\kappa_s}-\frac{(\mu_m')^2}{\kappa_m}.
\label{eq:oned}
\end{equation}
The nuclear terms are never positive: the field raises the dipole at the minimum and lowers it at the saddle, which reduces $\mu_s-\mu_m$. If $\mu'>0$ at both points, they move towards each other. With constant $\alpha$ the barrier is therefore convex in $F$, and the linear law lowers it too much.

With more coordinates, stable modes transverse to the reaction path add positive terms to both $A_s$ and $A_m$. If the terms at the saddle are larger by a sufficient amount, $\Delta A$ becomes positive. In a two-dimensional test model whose dipole couples more strongly to the transverse mode at the saddle than at the minimum, softening that mode alone changed $\Delta A$ from $-0.106$ to $+0.151\ e^2\,\mathrm{\AA}^2/\mathrm{eV}$. Both values include an electronic polarizability gain of 0.20 in the same units, without which both would be negative. The sign must therefore be calculated for the bond in question.

\section{From barrier to lifetime}

For a reaction coordinate $x$ with mass $M$ and $\beta=1/k_BT$, classical transition-state theory takes the equilibrium flux through $x_s$. The mean outward velocity factor is
\begin{equation}
\frac{\int_0^\infty v\,e^{-\beta Mv^2/2}dv}{\int_{-\infty}^{\infty}e^{-\beta Mv^2/2}dv}
=\frac{1/(\beta M)}{\sqrt{2\pi/(\beta M)}}=\frac1{\sqrt{2\pi\beta M}},
\end{equation}
so that
\begin{equation}
k=\frac{1}{\sqrt{2\pi\beta M}}\,
\frac{e^{-\beta V_s}}{\int_{-\infty}^{x_s}e^{-\beta V}dx}
\simeq\frac1{2\pi}\sqrt{\frac{\kappa_m(F)}{M}}\;e^{-\beta B(F)} .
\end{equation}
The second form replaces the well by a parabola of curvature $\kappa_m(F)$, for which the integral is $e^{-\beta V_m}\sqrt{2\pi/(\beta\kappa_m)}$.

Identical bonds obey $\dot n=-kn$. The fraction $f$ is broken when $1-f=e^{-kt}$, so $t=-\ln(1-f)/k$. At fixed $f$,
\begin{equation}
\ln\frac{t(E)}{t(0)}=-\frac{\lambda pE}{k_BT}
-\frac{\Delta A\,\lambda^2E^2}{2k_BT}
-\frac12\ln\frac{\kappa_m(F)}{\kappa_m(0)}+\dots
\label{eq:life}
\end{equation}
The first term is Eq.~\eqref{eq:gamma}. The second changes the rate by a factor $e$ at
\begin{equation}
F_*=\sqrt{\frac{2k_BT}{|\Delta A|}},\qquad E_*=\frac{F_*}{\lambda},
\label{eq:fstar}
\end{equation}
provided higher orders are still small there. The usable range shrinks as $\sqrt T$ on cooling.

The sign of $\Delta A$ also fixes the direction of the extrapolation error. At quadratic order, with the prefactor neglected, $\ln t$ is convex in $E$ for $\Delta A<0$. A tangent taken at high stress then lies below the curve and underestimates the low-field lifetime. For $\Delta A>0$ the tangent overestimates it.

\section{A bond solved in closed form}

Take $\mu=qx$, constant $\alpha$, and
\begin{equation}
U=B_0(3u^2-2u^3),\qquad u=x/d,\qquad p=qd .
\end{equation}
At zero field the minimum is at $u=0$ and the saddle at $u=1$. Stationarity, $U'=qF$, reads
\begin{equation}
6B_0(u-u^2)=pF,\qquad
u_\pm=\frac{1\pm\sigma}{2},\qquad
\sigma=\sqrt{1-\frac{F}{F_c}},\qquad F_c=\frac{3B_0}{2p}.
\end{equation}
The minimum is $u_-$ and the saddle $u_+$. Their sum is 1 and their product $(1-\sigma^2)/4$, so $u_+^2-u_-^2=\sigma$ and $u_+^3-u_-^3=\sigma(1-u_+u_-)=\sigma(3+\sigma^2)/4$. Also $pF=\frac32B_0(1-\sigma^2)$. Therefore
\begin{align}
B&=B_0\left[3\sigma-\frac{\sigma(3+\sigma^2)}2
-\frac32(1-\sigma^2)\sigma\right]\nonumber\\
&=B_0\sigma^3=B_0\left(1-\frac F{F_c}\right)^{3/2}\nonumber\\
&=B_0-pF+\frac{p^2F^2}{6B_0}+\frac{p^3F^3}{54B_0^2}+\dots
\label{eq:cubic}
\end{align}
Comparison with Eq.~\eqref{eq:result} gives $\Delta A=-p^2/(3B_0)$, which also follows from Eq.~\eqref{eq:oned} with $\kappa_m=\kappa_s=6B_0/d^2$. The failure field is
\begin{equation}
F_*\simeq\frac{\sqrt{6k_BTB_0}}p,
\qquad \frac{pF_*}{B_0}\simeq\sqrt{\frac{6k_BT}{B_0}} .
\end{equation}

The dipole change inferred from the local slope is $-dB/dF=p\sigma$. The well curvature is $6B_0\sigma/d^2$, so the prefactor scales as $\sigma^{1/2}=(1-F/F_c)^{1/4}$. Its initial logarithmic slope, $-1/(4F_c)=-p/(6B_0)$, is smaller in magnitude than the Boltzmann slope $p/k_BT$ by the factor $k_BT/(6B_0)$.

\section{Worked example}

The following are round model parameters: $B_0=2$ eV, $q=1\,e$, $d=1$ \AA, $\epsilon=25$ and $T=400$ K, for which $k_BT=0.03447$ eV. A displacement of 1 \AA\ is not small compared with the ionic spacings of a real oxide, so the point-dipole factor $\lambda=9$ is a model value too. The acceleration is
\begin{equation}
\gamma=\frac{9\times1}{0.03447}=261\ \mathrm{\AA/V}=2.61\ \mathrm{cm/MV},
\end{equation}
or 1.13 decades of lifetime per MV/cm. The quadratic estimate of the failure field is
\begin{equation}
F_*=\sqrt{6\times0.03447\times2}=0.643\ \mathrm{V/\AA}.
\end{equation}
The full barrier gives 0.631 V/\AA. It is lower because the cubic term in Eq.~\eqref{eq:cubic} has the same sign as the quadratic one. The applied field is $0.631/9=0.0701$ V/\AA, or 7.0 MV/cm. The linear law is thus wrong by a factor $e$ when the barrier reduction it predicts is 0.63 eV, less than a third of $B_0$. Many films of such permittivity break down at a few MV/cm, so this field and the higher ones below illustrate the model and are not usual test conditions.

\begin{center}
\begin{tabular}{ccccc}
$E$ (V/\AA) & $F$ (V/\AA) & linear $B$ (eV) & true $B$ (eV) & rate ratio\\
0.02 & 0.18 & 1.820 & 1.823 & 1.08\\
0.04 & 0.36 & 1.640 & 1.651 & 1.38\\
0.08 & 0.72 & 1.280 & 1.325 & 3.70\\
0.12 & 1.08 & 0.920 & 1.024 & 20.4
\end{tabular}
\end{center}
Here ``true'' means the full barrier of this model, and the rate ratio is the linear-law Boltzmann factor divided by the true one. At $E=0.08$ V/\AA\ the barrier error is only 0.045 eV, yet $\exp(0.0451/0.03447)=3.7$.

Now suppose that the slope is measured at 0.08 V/\AA\ and extrapolated to 0.02 V/\AA. The local fields differ by 0.54 V/\AA\ and the apparent dipole at stress is $0.872\,e\,$\AA. The true lifetime exceeds the extrapolated one by
\begin{equation}
\exp\left[\frac{1.8227-1.3251-0.8718\times0.54}{0.03447}\right]\simeq2.2 .
\end{equation}
Transition-state rates obtained by quadrature, without the parabolic well, also give 2.2.

An electronic polarizability gain $\alpha_s-\alpha_m=p^2/(3B_0)$, here $2.40\ \mathrm{\AA^3}$, cancels the quadratic term. A larger gain makes the barrier concave near zero field, and extrapolation across a range of fields in which the barrier stays concave is then optimistic.

\section{Failure near loss of the minimum}

The linear law puts the zero of the barrier at $F=B_0/p=2$ V/\AA. The true barrier there is $2(1/3)^{3/2}=0.385$ eV, and the minimum survives up to $F_c=3$ V/\AA.

Near $F_c$ the three-halves power holds for any smooth one-dimensional bond with linear dipole and constant $\alpha$ whose minimum and saddle merge at an inflection with $U'''=-g_3<0$. With $y$ measured from the inflection and $\delta=q(F_c-F)$, the leading form is $V'=\delta-\frac12g_3y^2$. Its zeros are $\pm y_0$, with $y_0=\sqrt{2\delta/g_3}$, and
\begin{equation}
B\simeq\int_{-y_0}^{y_0}V'\,dy
=2\delta y_0-\frac{g_3y_0^3}{3}
=\frac43\delta y_0
=\frac{4\sqrt2}{3}\frac{\delta^{3/2}}{\sqrt{g_3}} .
\end{equation}
The third step uses $g_3y_0^2=2\delta$. Before $F_c$ is reached the activated rate itself loses its basis, because it needs $B\gg k_BT$. In the example $B$ has fallen to $5k_BT$ at $F=2.4$ V/\AA.

\section{Failure without a finite transition state}

Equation~\eqref{eq:result} requires a zero-field saddle at finite distance. A Morse bond whose charges $\pm q$ persist on separation has none. Let $U=D(1-e^{-ax})^2$ and $w=e^{-ax}$. Stationarity gives
\begin{equation}
2aDw(1-w)=qF,\qquad w_\pm=\frac{1\pm\sigma_M}{2},\qquad
\sigma_M=\sqrt{1-\varphi},\qquad \varphi=\frac{2qF}{aD}.
\end{equation}
The minimum is $w_+$ and the saddle $w_-$. Since $1-w_-=w_+$, the difference in $U$ is $D(w_+^2-w_-^2)=D\sigma_M$. The separation is $x_s-x_m=a^{-1}\ln(w_+/w_-)$, and $qF/a=D\varphi/2$. Hence
\begin{equation}
B=D\left[\sigma_M-\frac\varphi2\ln\frac{1+\sigma_M}{1-\sigma_M}\right].
\end{equation}
For small $\varphi$, $\sigma_M\simeq1-\varphi/2$ and the logarithm tends to $\ln(4/\varphi)$, so
\begin{equation}
\frac{D-B}{F}\simeq\frac qa\left[1+\ln\frac{2aD}{qF}\right].
\end{equation}
This mean dipole change diverges as $F\to0$: no linear coefficient exists. For $D=2$ eV, $a=2\ \mathrm{\AA}^{-1}$ and $q=1\,e$ the full barrier gives 2.03 (the asymptotic form 2.05), 3.20 and 4.35 $e\,$\AA\ at $F=0.36$, 0.036 and 0.0036 V/\AA. The last step, 1.15, agrees with $(q/a)\ln10$ per decade. The Morse curve omits the long-range Coulomb attraction between the separated charges. With it the barrier reduction starts as $\sqrt F$, and the mean dipole change diverges faster, as $F^{-1/2}$.

\section{Failure at low field for random orientations}

If bonds are oriented isotropically and each barrier falls by $pF\cos\theta$ with a common prefactor, the initial mean rate is
\begin{equation}
\frac{\langle k\rangle}{k(0)}=\frac12\int_{-1}^1e^{zc}\,dc=\frac{\sinh z}{z},
\qquad z=\frac{pF}{k_BT},
\end{equation}
and its logarithmic slope is
\begin{equation}
\frac{d\ln\langle k\rangle}{dF}=\frac p{k_BT}\left(\coth z-\frac1z\right).
\end{equation}
For $z\ll1$ the bracket is $z/3$: the acceleration starts quadratically, because favourable and unfavourable orientations cancel at first order. For $z\gg1$ it is $1-1/z$. In the example it is 0.63 at $E=0.01$ V/\AA\ and 0.90 at 0.04 V/\AA. A simple exponential for such a population needs $k_BT/p\ll F\ll F_*$. In the example this window is too narrow: with the full barrier the slope peaks at about $0.85\,p/k_BT$, near $F=0.45$ V/\AA.

The estimate $t\simeq f/\langle k\rangle$ also requires that the fastest bonds are not depleted. Their rate is $k(0)e^z$, about $2z\langle k\rangle$ for large $z$, so the condition is $2zf\ll1$.

\section{Use with calculated or measured data}

From a calculation, obtain $p$ and $\Delta A$ at the zero-field minimum and saddle, with nuclei relaxed in the field, and evaluate Eq.~\eqref{eq:fstar} at the lowest temperature of interest. Here $p$ and $\Delta A$ refer to the local field. A periodic cell held at fixed macroscopic field $E$ includes the response of the medium, so its dipole and polarizability changes are already $\lambda p$ and $\lambda^2\Delta A$. They give $\gamma$ and $E_*$ directly, and $\lambda$ must not be applied again. From lifetimes of equally oriented bonds with slowly varying prefactor, fit
\begin{equation}
\ln t=c_0-c_1E+c_2E^2,\qquad
c_1=\frac{\lambda p}{k_BT},\qquad
c_2=-\frac{\lambda^2\Delta A}{2k_BT}.
\end{equation}
Then $E_*=1/\sqrt{|c_2|}$ needs no separate value of $\lambda$. The fit does not separate $\lambda$ from $p$. The coefficients have this meaning only if field-assisted bond breakage controls failure; in a measured film, curvature can also come from carrier-driven damage, a spread of bonds or orientations, or a field-dependent permittivity. If the data extend well beyond $E_*$, or if $c_2$ is close to zero, higher orders must be checked before $c_1$ is read as a zero-field dipole change. The numerical output below gives the values used here to more digits.

\section*{Table of computed values}
\begin{verbatim}
zero-field barrier B0 = 2.000 eV; charge = 1.0 e
distance to saddle d = 1.00 A; dipole change p = 1.00 e A
temperature = 400 K; kB T = 0.03447 eV
relative permittivity = 25; local-field factor = 9.000
local-field factor from lattice sum = 9.0001
effective dipole lam*p = 9.00 e A
gamma = 261.10 A/V = 2.611 cm/MV
lifetime decades per MV/cm = 1.134
factor-e local field, quadratic estimate = 0.6431 V/A
factor-e local field, full barrier = 0.6312 V/A
factor-e applied field, full barrier = 0.07013 V/A = 7.01 MV/cm
linear barrier reduction there = 0.6312 eV
linear law: barrier vanishes at local F = 2.000 V/A
true barrier at that field = 0.3849 eV
minimum disappears at local F = 3.000 V/A, applied 0.3333 V/A
barrier equals 5 kB T at local F = 2.415 V/A
columns: applied E (V/A), local F (V/A), linear B (eV), true B (eV),
 linear/true Boltzmann factor, apparent p (e A), z=pF/kT, coth z-1/z
 0.01 0.09 1.9100 1.9107 1.020 0.9849 2.611 0.6279
 0.02 0.18 1.8200 1.8227 1.082 0.9695 5.222 0.8086
 0.04 0.36 1.6400 1.6510 1.377 0.9381 10.444 0.9043
 0.08 0.72 1.2800 1.3251 3.701 0.8718 20.888 0.9521
 0.12 1.08 0.9200 1.0240 20.433 0.8000 31.332 0.9681
extrapolation from E = 0.08 to 0.02 V/A:
 true/extrapolated lifetime, barrier only = 2.180
 true/extrapolated lifetime, rate quadrature = 2.194
polarizability gain cancelling curvature = 2.400 A^3
2D test, stiff transverse mode: dA = -0.1055 e^2 A^2/eV
2D test, soft transverse mode: dA = 0.1510 e^2 A^2/eV
Morse bond: D = 2.0 eV, a = 2.0 1/A
 local F = 0.3600 V/A: B = 1.27030 eV, (D-B)/F = 2.0269 e A
 local F = 0.0360 V/A: B = 1.88482 eV, (D-B)/F = 3.1996 e A
 local F = 0.0036 V/A: B = 1.98433 eV, (D-B)/F = 4.3529 e A
\end{verbatim}
